**Hénon–Heiles levels from VSCF, VMP2 and VCI**

The program treats \(H=\tfrac12(p_x^2+p_y^2+x^2+y^2)+\lambda(x^2y-y^3/3)\) with \(\lambda=0.1118\), where \(n_x,n_y\) count the mode quanta, \(\hbar\omega=0.1\) eV and the oscillator length is 0.1 Å. State-specific VSCF splits the first E pair by \(\lambda^2/6\) at leading order, in units of \(\hbar\omega\). The program asserts the second-order coefficients of all six states with at most two quanta, the vanishing of single excitations at self-consistency, and the effective matrix of the second shell. It also asserts that the VCI levels agree between oscillator bases and with a real-space grid calculation. The output shows a first-pair splitting of 0.000202 eV in VSCF and 0.000020 eV in VMP2, while VCI is degenerate to rounding. In the second shell, (2,0) and (0,2) each share their weight almost equally between the A\(_1\) and E levels, which single-reference VMP2 does not resolve. The potential is unbounded below, so the levels are plateau values for narrow resonances in the well.

## Program and output

```python
"""Henon-Heiles vibrations: VSCF, VMP2 and VCI.
Reduced H = (px^2+py^2+x^2+y^2)/2 + lam*(x^2*y - y^3/3).
Result under test: state-specific VSCF splits the first E pair by
E(0,1)-E(1,0) = lam^2/6 + O(lam^4); VMP2 leaves only O(lam^4);
converged VCI has a degenerate pair. (nx,ny) are mode quanta.
Energies are in units of hbar*omega and lengths in units of a until printed.
The potential is unbounded below: levels are plateau values in the well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

LAM = 0.1118
QUANTUM_EV = 0.1
LENGTH_A = 0.1
STATES = [(0, 0), (1, 0), (0, 1), (1, 1), (2, 0), (0, 2)]


def oscillator(size):
    """Exact matrix elements of q, q^2, q^3 and the harmonic h."""
    off = np.sqrt(np.arange(1, size + 4) / 2)
    q = np.diag(off, 1) + np.diag(off, -1)
    q2 = q @ q
    q3 = q2 @ q
    cut = slice(0, size)
    return (q[cut, cut], q2[cut, cut], q3[cut, cut],
            np.diag(np.arange(size) + 0.5))


def apply_h(lam, coef):
    """Full H acting on a coefficient matrix coef[x index, y index]."""
    q, q2, q3, h = oscillator(len(coef))
    return h @ coef + coef @ (h - lam * q3 / 3) + lam * q2 @ coef @ q


def vscf(lam, nx, ny, size=24):
    q, q2, q3, h = oscillator(size)
    ymean = 0.0
    for _ in range(500):
        ex, ux = eigh(h + lam * ymean * q2)
        x2 = ux[:, nx] @ q2 @ ux[:, nx]
        ey, uy = eigh(h - lam * q3 / 3 + lam * x2 * q)
        new = uy[:, ny] @ q @ uy[:, ny]
        done = abs(new - ymean) < 1e-12
        ymean = new
        if done:
            break
    else:
        raise RuntimeError("VSCF not converged")
    coef = np.outer(ux[:, nx], uy[:, ny])
    column = ux.T @ apply_h(lam, coef) @ uy
    energy = column[nx, ny]
    gap = ex[nx] + ey[ny] - (ex[:, None] + ey[None, :])
    gap[nx, ny] = np.inf
    singles = max(np.abs(np.delete(column[:, ny], nx)).max(),
                  np.abs(np.delete(column[nx, :], ny)).max())
    return dict(E=energy, MP2=energy + np.sum(column**2 / gap), y=ymean,
                x2=x2, ex=ex, ey=ey, ux=ux, uy=uy, coef=coef, gap=gap,
                singles=singles, orbital_sum=ex[nx] + ey[ny] - lam * x2 * ymean)


def vci(lam, size, max_quanta=None):
    q, q2, q3, h = oscillator(size)
    one = np.eye(size)
    ham = (np.kron(h, one) + np.kron(one, h)
           + lam * (np.kron(q2, q) - np.kron(one, q3) / 3))
    if max_quanta is not None:
        quanta = np.add.outer(np.arange(size), np.arange(size)).ravel()
        keep = np.flatnonzero(quanta <= max_quanta)
        ham = ham[np.ix_(keep, keep)]
    return eigh(ham)


def scf_coefficient(nx, ny):
    A, B = nx + 0.5, ny + 0.5
    return -A * A / 2 + A * B - 5 * B * B / 12 - 7 / 144


def doubles_coefficient(nx, ny):
    up, down = (nx + 1) * (nx + 2) / 4, nx * (nx - 1) / 4
    return (-up * (ny + 1) / 6 - up * ny / 2
            + down * (ny + 1) / 2 + down * ny / 6)


def virtual_split(ground, lam):
    """Difference of <H> for singly excited ground-field configurations."""
    vals = []
    for nx, ny in [(0, 1), (1, 0)]:
        c = np.outer(ground["ux"][:, nx], ground["uy"][:, ny])
        vals.append(np.sum(c * apply_h(lam, c)))
    return vals[0] - vals[1]


# Threefold symmetry of the cubic term at arbitrary points
rng = np.random.default_rng(2)
px, py = rng.normal(size=(2, 20))
c3, s3 = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
rx, ry = c3 * px - s3 * py, s3 * px + c3 * py
assert np.allclose(px**2 * py - py**3 / 3, rx**2 * ry - ry**3 / 3)

# VSCF and VMP2 at the requested coupling
scf = {s: vscf(LAM, *s) for s in STATES}
for s, r in scf.items():
    assert r["singles"] < 1e-9
    assert abs(r["E"] - r["orbital_sum"]) < 1e-9
    wx = np.sqrt(1 + 2 * LAM * r["y"])
    assert abs(r["ex"][1] - r["ex"][0] - wx) < 1e-7
    assert abs(r["x2"] - (s[0] + 0.5) / wx) < 1e-7
    other = vscf(LAM, *s, size=20)
    assert abs(other["E"] - r["E"]) < 1e-6
    assert abs(other["MP2"] - r["MP2"]) < 1e-6

# VCI: rectangular basis, two triangular bases, independent grid in eV and A
levels, vectors = vci(LAM, 24)
levels = levels[:6]
tri20 = vci(LAM, 21, 20)[0][:6]
tri28 = vci(LAM, 29, 28)[0][:6]
basis_change = np.abs(tri28 - tri20).max()
assert basis_change < 1e-6
assert np.abs(levels - tri28).max() < 1e-6
mass = const.hbar**2 / (QUANTUM_EV * const.e * (LENGTH_A * 1e-10)**2)
kappa = LAM * QUANTUM_EV / LENGTH_A**3
step = 0.05
grid = step * np.arange(-14, 15)
diff = np.subtract.outer(np.arange(29), np.arange(29))
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
kin *= const.hbar**2 / (2 * mass * (step * 1e-10)**2) / const.e
X, Y = np.meshgrid(grid, grid, indexing="ij")
pot = (0.5 * QUANTUM_EV / LENGTH_A**2 * (X**2 + Y**2)
       + kappa * (X**2 * Y - Y**3 / 3))
ham = np.kron(kin, np.eye(29)) + np.kron(np.eye(29), kin) + np.diag(pot.ravel())
grid_levels = np.linalg.eigvalsh(ham)[:6]
grid_change = np.abs(grid_levels - QUANTUM_EV * levels).max()
assert grid_change < 1e-6 * QUANTUM_EV * 10

# Small-coupling coefficients (E-N-1)/lam^2 against the closed forms
small = 0.004
direct = {(2, 0): -1 / 234, (0, 2): -1 / 198}
for s in STATES:
    r = vscf(small, *s)
    base = sum(s) + 1
    assert abs((r["E"] - base) / small**2 - scf_coefficient(*s)) < 4e-4
    expected = scf_coefficient(*s) + doubles_coefficient(*s) + direct.get(s, 0)
    assert abs((r["MP2"] - base) / small**2 - expected) < 4e-4
    if s in direct:
        k = (s[1], s[0])
        wanted = -6.5 if s == (2, 0) else -5.5
        assert abs(r["gap"][k] / small**2 - wanted) < 0.02
        c = np.outer(r["ux"][:, k[0]], r["uy"][:, k[1]])
        coupling = abs(np.sum(c * apply_h(small, r["coef"]))) / small**2
        assert abs(coupling - 1 / 6) < 1e-3
exact_small = (vci(small, 12)[0][:6] - [1, 2, 2, 3, 3, 3]) / small**2
shell_coef = np.array([-1/9, -7/9, -7/9, -31/9, -10/9, -10/9])
assert np.abs(exact_small - shell_coef).max() < 4e-4
assert abs(virtual_split(vscf(small, 0, 0), small) / small**2 + 1 / 3) < 4e-4

# Second-order matrix in the N=2 shell from an explicit sum over states
q, q2, q3, _ = oscillator(8)
cubic = np.kron(q2, q) - np.kron(np.eye(8), q3) / 3
quanta = np.add.outer(np.arange(8), np.arange(8)).ravel()
outside = quanta != 2
shell = [2 * 8, 2, 8 + 1]
block = cubic[np.ix_(shell, np.flatnonzero(outside))]
effective = (block / (2 - quanta[outside])) @ block.T
assert np.allclose(effective, [[-41/18, -7/6, 0], [-7/6, -41/18, 0],
                               [0, 0, -10/9]])

# Splittings and their scaling
split_scf = scf[0, 1]["E"] - scf[1, 0]["E"]
split_mp2 = scf[0, 1]["MP2"] - scf[1, 0]["MP2"]
split_ci = levels[2] - levels[1]
split_ci2 = levels[5] - levels[4]
split_virtual = virtual_split(scf[0, 0], LAM)
assert split_scf > 1e-3 and abs(split_mp2) < split_scf
assert max(split_ci, split_ci2) < 1e-6
mp2_small = []
for lam in (0.01, 0.02):
    mp2_small.append(vscf(lam, 0, 1)["MP2"] - vscf(lam, 1, 0)["MP2"])
ratio = mp2_small[1] / mp2_small[0]
assert abs(ratio - 16) < 0.8

# Weights of VSCF products in the second-shell VCI states
weights = {}
for s in [(2, 0), (0, 2)]:
    w = (vectors[:, :6].T @ scf[s]["coef"].ravel())**2
    weights[s] = (w[3], w[4] + w[5])
    assert min(weights[s]) > 0.35


# One-dimensional WKB exponent along the +y exit
def wkb(energy, inner, outer):
    def momentum(y):
        return np.sqrt(max(0.0, y*y - 2*LAM*y**3/3 - 2*energy))
    return 2 * quad(momentum, inner, outer, limit=200)[0]


assert abs(wkb(0, 0, 1.5 / LAM) - 6 / (5 * LAM**2)) < 1e-4
turning = np.sort(np.roots([-LAM / 3, 0.5, 0, -2.5]).real)
exponent = wkb(2.5, turning[1], turning[2])
saddle_y = 1 / LAM
saddle = saddle_y**2 / 2 - LAM * saddle_y**3 / 3
assert abs(saddle - 1 / (6 * LAM**2)) < 1e-10

U = QUANTUM_EV
print(f"coupling lambda = {LAM:.4f} (dimensionless)")
print(f"quantum hbar*omega = {U:.3f} eV; length a = {LENGTH_A:.3f} A")
print(f"mass = {mass / const.m_e:.1f} electron masses")
print(f"cubic constant kappa = {kappa:.3f} eV/A^3")
print(f"saddle height = {U * saddle:.4f} eV")
print(f"saddle distance = {LENGTH_A * saddle_y:.4f} A")
print(f"WKB exponent, y energy {2.5 * U:.2f} eV = {exponent:.1f}")
print("VSCF and VMP2 levels by (nx,ny):")
for s in STATES:
    r = scf[s]
    print(f"{s}: VSCF {U*r['E']:.7f} eV, VMP2 {U*r['MP2']:.7f} eV")
print("mean field by (nx,ny):")
for s in STATES:
    r = scf[s]
    print(f"{s}: <y> {LENGTH_A*r['y']:.6f} A, "
          f"x quantum {U*np.sqrt(1+2*LAM*r['y']):.7f} eV")
print("VCI levels:")
for name, e in zip(["N=0 A1", "N=1 E", "N=1 E", "N=2 A1", "N=2 E", "N=2 E"],
                   levels):
    print(f"{name}: {U * e:.7f} eV")
print("errors relative to VCI:")
for s, i in [((0, 0), 0), ((1, 0), 1), ((0, 1), 2), ((1, 1), 4)]:
    r = scf[s]
    print(f"{s}: VSCF {U*(r['E']-levels[i]):+.7f} eV, "
          f"VMP2 {U*(r['MP2']-levels[i]):+.7f} eV")
print(f"centre of N=2 A1 and E = {U*(levels[3]+levels[4])/2:.7f} eV")
print(f"N=2 VCI E-A1 gap = {U*(levels[4]-levels[3]):.7f} eV")
print("splitting E(0,1)-E(1,0):")
print(f"VSCF = {U * split_scf:.7f} eV")
print(f"VSCF = {U * split_scf * const.e / const.value('Hartree energy'):.4e}"
      " hartree")
print(f"leading formula lambda^2/6 = {U * LAM**2 / 6:.7f} eV")
print(f"VMP2 = {U * split_mp2:.7f} eV")
print(f"ground-field virtual = {U * split_virtual:.7f} eV")
print(f"VCI N=1 pair = {U * split_ci:.1e} eV")
print(f"VCI N=2 pair = {U * split_ci2:.1e} eV")
print(f"VMP2 splitting ratio on doubling small lambda = {ratio:.3f}")
for s in [(2, 0), (0, 2)]:
    print(f"weight of {s}: A1 {weights[s][0]:.4f}, E {weights[s][1]:.4f}")
print(f"VCI change, triangular 20 to 28 quanta = {U*basis_change:.1e} eV")
print(f"VCI minus grid, largest difference = {grid_change:.1e} eV")
print("tests ok")
```

It prints:

```
coupling lambda = 0.1118 (dimensionless)
quantum hbar*omega = 0.100 eV; length a = 0.100 A
mass = 7620.0 electron masses
cubic constant kappa = 11.180 eV/A^3
saddle height = 1.3334 eV
saddle distance = 0.8945 A
WKB exponent, y energy 0.25 eV = 74.0
VSCF and VMP2 levels by (nx,ny):
(0, 0): VSCF 0.0999650 eV, VMP2 0.0998604 eV
(1, 0): VSCF 0.1993311 eV, VMP2 0.1990120 eV
(0, 1): VSCF 0.1995328 eV, VMP2 0.1990320 eV
(1, 1): VSCF 0.3001706 eV, VMP2 0.2986110 eV
(2, 0): VSCF 0.2974143 eV, VMP2 0.2971058 eV
(0, 2): VSCF 0.2979958 eV, VMP2 0.2971279 eV
mean field by (nx,ny):
(0, 0): <y> 0.000016 A, x quantum 0.1000018 eV
(1, 0): <y> -0.011308 A, x quantum 0.0987277 eV
(0, 1): <y> 0.011540 A, x quantum 0.1012819 eV
(1, 1): <y> -0.000078 A, x quantum 0.0999913 eV
(2, 0): <y> -0.022645 A, x quantum 0.0974354 eV
(0, 2): <y> 0.023597 A, x quantum 0.1026042 eV
VCI levels:
N=0 A1: 0.0998595 eV
N=1 E: 0.1990077 eV
N=1 E: 0.1990077 eV
N=2 A1: 0.2956246 eV
N=2 E: 0.2985327 eV
N=2 E: 0.2985327 eV
errors relative to VCI:
(0, 0): VSCF +0.0001055 eV, VMP2 +0.0000009 eV
(1, 0): VSCF +0.0003234 eV, VMP2 +0.0000042 eV
(0, 1): VSCF +0.0005251 eV, VMP2 +0.0000242 eV
(1, 1): VSCF +0.0016379 eV, VMP2 +0.0000782 eV
centre of N=2 A1 and E = 0.2970787 eV
N=2 VCI E-A1 gap = 0.0029082 eV
splitting E(0,1)-E(1,0):
VSCF = 0.0002017 eV
VSCF = 7.4128e-06 hartree
leading formula lambda^2/6 = 0.0002083 eV
VMP2 = 0.0000200 eV
ground-field virtual = -0.0004299 eV
VCI N=1 pair = 3.6e-16 eV
VCI N=2 pair = 1.3e-15 eV
VMP2 splitting ratio on doubling small lambda = 15.992
weight of (2, 0): A1 0.5049, E 0.4897
weight of (0, 2): A1 0.4884, E 0.5046
VCI change, triangular 20 to 28 quanta = 3.2e-14 eV
VCI minus grid, largest difference = 3.9e-14 eV
tests ok
```
